# Temperature prefactor for overdamped escape over a power-law barrier top

**Question**

I am modelling a molecule that hops between cages in an oxide. The motion is overdamped, the cage is harmonic, \(U=\tfrac12kx^2\), and near the barrier top the potential falls as \(U=E-c|y|^n\), where \(y\) is the distance from the top. I am supposed to show that at fixed friction the prefactor of \(e^{-E/k_BT}\) scales as \(T^{1/2-1/n}\).

My attempt: the escape time should contain a Boltzmann integral over the well, which gives \(T^{1/2}\), and an inverse Boltzmann integral over the top, which gives \(T^{1/n}\). The rate is the inverse, so I get \(T^{-1/2-1/n}\). For \(n=2\) that is \(T^{-1}\), but Kramers' overdamped prefactor does not depend on temperature. Where is the missing power of \(T\)? And would the factor matter at furnace temperatures?

**Answer**

Your two integrals are right. The missing power is in the diffusivity that multiplies them: at fixed friction it is proportional to \(T\). The full derivation shows where it enters and what the result assumes.

**Setting and conventions**

Write \(\theta=k_BT\). The algebra is in atomic units, with \(\theta\) in hartree; since \(\hbar\) does not appear in the classical result, any consistent units will do. The particle has mass \(m\) and feels the drag force \(-\zeta\dot x\), with \(\zeta=m\gamma\). "Fixed friction" means that \(\zeta\) does not depend on \(T\). I also take \(E\), \(k\) and \(c\) independent of \(T\), \(n\ge1\), and \(\theta\ll E\). The well bottom is at \(x=0\) and the top at \(x=L\), so \(y=x-L\).

**The mean escape time**

In a short time \(dt\) an overdamped particle drifts by \(-(U'/\zeta)\,dt\) on average, and its displacement has variance \(2D\,dt\), where \(D=\theta/\zeta\) by the Einstein relation. Let \(\tau(x)\) be the mean time to reach a point \(b\) well beyond the top, starting from \(x\). After \(dt\) the remaining time is \(\tau(x+dx)\), so \(\tau(x)=dt+\langle\tau(x+dx)\rangle\). Expanding to first order in \(dt\) gives

\[
\frac{\theta}{\zeta}\tau''-\frac{U'}{\zeta}\tau'=-1 .
\]

The left side is a total derivative apart from a factor:

\[
\frac{\theta}{\zeta}\,e^{U/\theta}\frac{d}{dx}\left(e^{-U/\theta}\tau'\right)=-1 .
\]

Multiply by \((\zeta/\theta)e^{-U/\theta}\) and integrate from the far left, where the rising potential confines the particle and \(e^{-U/\theta}\tau'\) vanishes:

\[
\tau'(x)=-\frac{\zeta}{\theta}\,e^{U(x)/\theta}\int_{-\infty}^{x}e^{-U(z)/\theta}\,dz .
\]

A second integration, from \(0\) to \(b\) with \(\tau(b)=0\), gives

\[
\tau(0)=\frac{\zeta}{\theta}\int_0^b dy'\,e^{U(y')/\theta}\int_{-\infty}^{y'}dz\,e^{-U(z)/\theta}. \tag{1}
\]

This is exact for the overdamped model. The factor \(\zeta/\theta=1/D\) in front is the one your count left out.

The particle relaxes inside the well in a time of order \(\zeta/k\). If \(\tau\) is much longer, the particle forgets its starting point before it escapes, escapes occur at a constant rate, and that rate is \(r=1/\tau\).

**Separating well and top**

For \(\theta\ll E\) the outer integrand is concentrated near the top. For \(y'\) there, the inner integral already contains the whole well, and what it gains near the top is exponentially small. The double integral therefore becomes a product:

\[
\tau\simeq\frac{\zeta}{\theta}\,Z\,W\,e^{E/\theta},\qquad
Z=\int_{-\infty}^{\infty}e^{-kx^2/2\theta}dx,\qquad
W=\int_{-\infty}^{\infty}e^{-c|y|^n/\theta}dy .
\]

Extending the limits to infinity is allowed if the harmonic and power-law forms hold over several \(\theta\) in energy.

The well integral is Gaussian, \(Z=\sqrt{2\pi\theta/k}\). For the top, use symmetry and substitute \(s=cy^n/\theta\) on \(y>0\), so that \(y=(\theta/c)^{1/n}s^{1/n}\) and \(dy=\tfrac1n(\theta/c)^{1/n}s^{1/n-1}ds\):

\[
W=\frac2n\left(\frac{\theta}{c}\right)^{1/n}\int_0^\infty s^{1/n-1}e^{-s}ds
=2\,\Gamma\!\left(1+\tfrac1n\right)\left(\frac{\theta}{c}\right)^{1/n}.
\]

Here \(\Gamma\) is the gamma function, and I used \(\tfrac1n\Gamma(\tfrac1n)=\Gamma(1+\tfrac1n)\). The length \(W\) is the width of the region within about \(\theta\) of the top.

**The result**

With \(r=A\,e^{-E/\theta}\),

\[
A=\frac{\theta}{\zeta ZW}
=\sqrt{\frac{k}{2\pi}}\;\frac{c^{1/n}}{2\zeta\,\Gamma(1+1/n)}\;\theta^{\,1/2-1/n}. \tag{2}
\]

The powers are \(+1\) from \(D\), \(-\tfrac12\) from the well and \(-\tfrac1n\) from the top. Had you held \(D\) fixed instead of \(\zeta\), your exponent \(-\tfrac12-\tfrac1n\) would be correct. More generally, \(\zeta\propto T^s\) gives \(\tfrac12-\tfrac1n-s\).

Some cases:

- **Parabola, \(n=2\).** Put \(c=k_b/2\) and \(\Gamma(3/2)=\sqrt\pi/2\). Then \(A=\sqrt{k/2\pi}\,\sqrt{k_b/2}\,/(\zeta\sqrt\pi)=\sqrt{kk_b}/(2\pi\zeta)\), which is Kramers' temperature-independent prefactor.
- **Cusp, \(n=1\).** \(W=2\theta/c\) and \(A\propto T^{-1/2}\).
- **Quartic top, \(n=4\).** \(A\propto T^{1/4}\).
- **Plateau, \(n\to\infty\).** Write \(c=\epsilon/w^n\) with \(\epsilon\) and \(w\) fixed. Then \(W\to2w\), a width independent of temperature, and \(A\propto T^{1/2}\).

On an Arrhenius plot, the apparent activation energy is the slope with respect to \(\beta=1/\theta\). Since \(\ln r=\text{const}-(\tfrac12-\tfrac1n)\ln\beta-\beta E\),

\[
E_{\rm app}=-\frac{d\ln r}{d\beta}=E+\left(\frac12-\frac1n\right)\theta . \tag{3}
\]

**When is the motion overdamped at the top?**

Compare \(A\) with the transition-state prefactor \(\omega_0/2\pi\), where \(\omega_0=\sqrt{k/m}\):

\[
\frac{A}{\omega_0/2\pi}
=\frac{2\pi\theta}{\zeta W}\sqrt{\frac{k}{2\pi\theta}}\sqrt{\frac mk}
=\sqrt{2\pi}\,\frac{\ell}{W},\qquad
\ell=\frac{\sqrt{\theta/m}}{\gamma}. \tag{4}
\]

The length \(\ell\) is how far a thermal particle moves before drag removes its velocity. Equation (2) needs \(\ell\ll W\). The ratio itself scales as \(\theta^{1/2-1/n}\), so at fixed \(\gamma\) cooling makes the overdamped formula better for \(n>2\) and worse for \(n<2\). For a cusp, the limit \(T\to0\) at fixed \(\gamma\) therefore leaves the regime of (2).

To see this in numbers, I solved the phase-space (Klein–Kramers) equation for the double well described below, on a position grid with Hermite functions in velocity. The lowest nonzero relaxation rate is twice the one-way escape rate. Dividing by the overdamped value on the same grid gives an inertia factor. With \(\gamma=30\) ps⁻¹, cooling from \(\theta=0.12\) to \(0.07\) eV moves this factor from about 0.73 to about 0.64 for \(n=1\), and from about 0.896 to about 0.915 for \(n=4\). The mass, \(E\), \(k\) and \(L\) are the same in all four cases.

**A furnace-temperature example**

Take an O₂ molecule (31.998 u) hopping between cages of amorphous silica, as in dry oxidation of silicon. I use round model parameters: \(E=1\) eV, \(k=1\) eV/Å², \(L=2.5\) Å and \(\gamma=100\) ps⁻¹, which give \(\zeta=0.3316\) eV ps/Å². The top is quartic, and the potential is mirrored about it, so the next cage is 5 Å away.

The harmonic and quartic pieces meet at \(x_j\) with equal value and slope. With \(d=L-x_j\),

\[
\tfrac12kx_j^2+cd^4=E,\qquad kx_j=4cd^3 .
\]

The second condition gives \(cd^4=kx_jd/4\). Inserted in the first, it leaves \(x_j^2+Lx_j=4E/k\), or \(x_j^2+2.5x_j-4=0\) in Å. Hence \(x_j=1.108\) Å and \(c=kx_j/(4d^3)=0.1029\) eV/Å⁴. The joint lies at 0.614 eV, so the quartic form covers the upper 0.386 eV.

At 1273 K, \(\theta=0.1097\) eV. Then \(Z=\sqrt{2\pi(0.1097)}=0.830\) Å, \(W=1.842\) Å, and

\[
A=\frac{0.1097}{0.3316\times0.830\times1.842}\ \text{ps}^{-1}=2.16\times10^{11}\ \text{s}^{-1}.
\]

Multiplying by \(e^{-1/0.1097}=1.10\times10^{-4}\) gives \(r=2.38\times10^7\) s⁻¹. In a one-dimensional chain the molecule hops at this rate in each direction, so its mean square displacement grows as \(2ra^2t\) with \(a=5\) Å. The diffusivity is \(ra^2=5.9\times10^{-8}\) cm²/s.

| \(T\) (K) | \(A\) (10¹¹ s⁻¹) | \(r\) (10⁷ s⁻¹) |
|---|---|---|
| 1073 | 2.07 | 0.416 |
| 1273 | 2.16 | 2.38 |
| 1473 | 2.24 | 8.50 |

Across this range \(A\) grows by a factor \((1473/1073)^{1/4}=1.082\), while the Boltzmann factor grows by 18.9. Equation (3) gives \(E_{\rm app}=1.027\) eV at 1273 K. So the refinement is an 8% change in prefactor, or 27 meV in slope.

How good is the low-temperature formula here? Numerical quadrature of (1), with \(b\) at the bottom of the next well, gives a prefactor about 0.1% below (2) at 1273 K and a local exponent of 0.243 instead of 0.25. A parabolic top with the same \(E\), \(k\) and \(L\), joined in the same way, has \(A=3.29\times10^{11}\) s⁻¹. Since \(Z\) and \(\zeta\) are unchanged, the quartic top is slower because its \(W\) is 1.52 times larger.

**What could hide the \(T^{1/4}\)?**

*A quadratic term at the top.* A smooth maximum generally has one; a purely quartic top needs the curvature to vanish. Let the top be \(E-ay^2-cy^4\). Differentiating \(W=\int e^{-(ay^2+cy^4)/\theta}dy\) gives

\[
\frac{d\ln W}{d\ln\theta}=\frac{\langle ay^2+cy^4\rangle}{\theta},\qquad
\frac{d\ln A}{d\ln\theta}=\frac12-\frac{\langle ay^2+cy^4\rangle}{\theta},
\]

where the average uses the integrand of \(W\) as weight. The two terms are equal at \(y^2=a/c\), where each is \(a^2/c\). For \(\theta\ll a^2/c\) the parabola wins and the exponent tends to zero. A clear \(T^{1/4}\) thus needs \(a^2/c\ll\theta\ll E\). At 1273 K, evaluating the average by quadrature shows that \(a=0.118\) eV/Å² already halves the exponent to \(1/8\). The corresponding top curvature, \(2a\), is about a quarter of the well's \(k\).

*Disorder.* In a glass the barriers differ. For a Gaussian spread \(\sigma\) about \(E\), the mean hop rate is multiplied by \(e^{\sigma^2/2\theta^2}\), and \(E_{\rm app}\) shifts by \(-\sigma^2/\theta\). An assumed \(\sigma=0.1\) eV gives a factor 1.5 and a shift of \(-0.091\) eV at 1273 K, over three times the refinement and of opposite sign. This holds for the mean rate only; for diffusion, sign and size depend on how the cages are connected. In a one-dimensional chain every barrier must be crossed, the diffusivity is \(a^2/\langle 1/r\rangle\), and the same spread gives a factor 0.66 and a shift of \(+0.091\) eV. On a simple cubic network, where high barriers can be bypassed, the shift is roughly \(-0.03\) eV.

*Friction.* A drag growing as \(T^{1/4}\) would cancel the factor completely.

*Inertia and quantum effects.* At 1273 K the ratio (4) is 0.078, and the phase-space solution lowers the overdamped rate by 1.2%. For a harmonic well, the leading quantum correction raises the rate by a fraction \((\hbar\omega_0/\theta)^2/24=4.5\times10^{-4}\). Putting the thermal mean curvature of the top, 0.43 eV/Å², in place of \(k\) suggests about \(2\times10^{-4}\) more. These are the friction-free values; ohmic friction at 100 ps⁻¹ lowers them by about 6%. Both are negligible here.

**How close is this to real silica?**

The temperatures are those of dry oxidation, and a barrier near 1 eV is a rough typical size for O₂ migration in silica. The friction is a weak point: 100 ps⁻¹ is an assumption that puts the model in the overdamped regime, not a property computed for the glass. At 20 ps⁻¹, formula (2) would give five times the rate, and inertia would reduce that value by 18%, leaving a rate about 4.2 times that at 100 ps⁻¹ with inertia included. The barrier matters too: an error of 0.1 eV in \(E\) changes the rate by \(e^{0.1/0.1097}\approx2.5\). The one-dimensional model also leaves out the molecule's rotation and sideways motion; if these are more restricted in the passage than in the cage, the prefactor is lower, and its temperature dependence can change as well. A molecule that rotates freely in the cage but is aligned in the passage by a potential \(V\sin^2\phi\) gains a factor near \(\theta/2V\) for \(V\gg\theta\). This is an extra power of \(T\) close to one, or about 0.12 to 0.13 eV in slope at 1273 K for \(V\) between 0.3 and 1 eV. The diffusivity above is therefore a model value, not a prediction for an oxide film. An Arrhenius fit over this temperature range cannot by itself identify the barrier shape: the \(T^{1/4}\) factor is nearly a straight line on the plot, so the fitted energy and prefactor absorb it. Reading it from the fitted slope would require independent knowledge of how the friction varies with temperature, of how rotation and sideways motion are restricted along the path, and of the barrier energies and their spread to well within 27 meV.
